# Exponential k-grid convergence of the self-consistent energy of an insulator, part 2

A one-dimensional insulator of period \(a\) (Hartree atomic units, \(N\) spinless electrons per cell, periodic potential \(V\)) has mean-field energy per cell \(T+\langle V,\rho\rangle+F[\rho]\), with \(T\) the kinetic energy. For convex \(F\), its minimum \(E_L\) in a supercell of \(L\) cells equals that on a uniform grid of \(L\) k points. The question is why \(E_L-E_\infty\) is exponentially small although every band energy moves to first order in the density error.

Here \(\langle f,h\rangle=\int_0^a fh\,dx\), \(\langle\cdot\rangle_L\) is the grid mean, \(G\) is a multiple of \(G_0=2\pi/a\), and \(K=F''\). In reduced Hartree-Fock \((K\rho)_G=\frac{g}{G^2}\rho_G\) for \(G\neq0\), \((K\rho)_0=0\), and \(\|f\|_K^2=\langle f,Kf\rangle\).

\(B_L(v)\) is the minimum band energy of \(H_k[v]=\tfrac12(p+k)^2+v\), \(p=-i\,d/dx\), with eigenstates \(\psi_n\), levels \(\varepsilon_n\) and output density \(\rho_L[v]\). The self-consistent density is \(\rho_L\), with \(v_L=V+F'[\rho_L]\), \(y=\rho_L-\rho_\infty\) and \(\delta=\delta_L=\rho_L[v_\infty]-\rho_\infty\). Then
\[
G_L(\rho)=B_L\big(V+F'[\rho]\big)-\langle F'[\rho],\rho\rangle+F[\rho],\qquad \delta G_L=\langle\rho_L[v]-\rho,K\delta\rho\rangle,
\]
\[
E_L-E_\infty=Q_L+R_L,\qquad Q_L=B_L(v_\infty)-B_\infty(v_\infty),\qquad R_L=G_L(\rho_L)-G_L(\rho_\infty).
\]

In reduced Hartree-Fock \(E_L\) is the maximum of \(G_L\), and
\[
0\le R_L\le\tfrac12\|\delta_L\|_K^2,\qquad \|\rho_L-\rho_\infty\|_K\le\|\delta_L\|_K .
\]
Also \(R_L\ge\tfrac12\|y\|_K^2\) and \(E_L-E_\infty\le B_L(v_L)-B_\infty(v_L)\equiv Q_L(v_L)\). The non-self-consistent state built from \(v_\infty\) has energy \(G_L(\rho_\infty)+\tfrac12\|\delta\|_K^2\). The potential error obeys
\[
\max|v_L-v_\infty|\le\Big(\frac1a\sum_{G\ne0}\frac{g}{G^2}\Big)^{1/2}\|y\|_K .
\]

The gap is \(2d=\varepsilon_c-\varepsilon_v\), between conduction bottom and valence top. With \(s=\max|v_\infty|\) and \(M^2=2(\varepsilon_c+s)/d^2\), a fixed circle around the valence levels gives analyticity in the strip \(|\mathrm{Im}\,k|<\kappa_0=d\Big(\sqrt{M^2+2/d}-M\Big)\).

For \(N=1\), \(\cos ka=\mu(E)\) in \(v_\infty\). In the gap \(\mu\) has its minimum at \(E^*\), where \(\mu''\) is taken and \(\cosh\alpha=-\mu(E^*)\). The band \(\varepsilon(k)=\sum_mc_me^{imka}\) gives the aliasing sum \(Q_L=\sum_{n\ne0}c_{nL}\), with \(Q_L\approx2c_L\) and
\[
Q_L=(-1)^L\sqrt{\frac{2\sinh\alpha}{\pi\mu''}}\;L^{-3/2}e^{-\alpha L}\,\big[1+O(1/L)\big].
\]
For the potential \(v_\infty+s'u\), \(\langle\delta_L,u\rangle=dQ_L/ds'=-L\,(d\alpha/ds')\,Q_L[1+O(1/L)]\), so \(\|\delta_L\|_K\propto L^{-1/2}e^{-\alpha L}\).

**Q.** A functional with a negative local exchange term such as \(-\int\rho^{4/3}\) need not be convex. What remains for such a functional, and what is the value of \(R_L\), as opposed to its bound?

**A.** Let \(F\) be three times differentiable near \(\rho_\infty\), with \(K=F''[\rho_\infty]\). First-order perturbation theory gives \(\delta\psi_n=\sum_{m\ne n}\psi_m(\psi_m,\delta v\,\psi_n)/(\varepsilon_n-\varepsilon_m)\). Terms between two occupied states cancel in pairs, since the denominator changes sign under \(n\leftrightarrow m\), leaving
\[
(\chi_L\delta v)(x)=\Big\langle\sum_{n\le N<m}\frac{2\,\mathrm{Re}\,[\psi_n^*(x)\psi_m(x)(\psi_m,\delta v\,\psi_n)]}{\varepsilon_n-\varepsilon_m}\Big\rangle_L .
\]
The denominators are negative, so \(\chi_L\le0\). The integrand is a contour integral of two resolvents, analytic in the same strip, so \(\chi_L-\chi\) with \(\chi=\chi_\infty\) is exponentially small and may be counted with the higher orders. Self-consistency, \(\rho_\infty+y=\rho_L[v_\infty+Ky+O(y^2)]\), reads \(y=\delta+\chi Ky+O(y^2)\). If \(1-\chi K\) is invertible, the map \(y\mapsto(1-\chi K)^{-1}[\delta+O(y^2)]\) is a contraction on a small ball once \(\delta\) is small, which gives one nearby solution,
\[
y\approx(1-\chi K)^{-1}\delta .
\]
For \(K\ge0\) invertibility is automatic: the nonzero eigenvalues of \(\chi K\) are those of \(K^{1/2}\chi K^{1/2}\le0\), so those of \(1-\chi K\) are at least 1. Integrate the gradient of \(G_L\) along \(\rho_\infty+ty\). There, output minus input density is \(\delta+t\chi Ky-ty=(1-t)\delta\) to first order, so
\[
R_L=\int_0^1(1-t)\langle\delta,Ky\rangle\,dt+\dots\approx\tfrac12\langle\delta,K(1-\chi K)^{-1}\delta\rangle .
\]
For indefinite \(K\) this has no fixed sign, the result concerns only the branch near \(\rho_\infty\), and it fails as an eigenvalue of \(1-\chi K\) approaches zero, where that branch becomes unstable against a change of density with the period \(a\). The translation average used convexity, so without it \(E_L\) is the energy of the cell-periodic solution on the grid; the supercell may have a lower state of longer period, which this cell-periodic \(1-\chi K\) does not detect. A by-product is \(Q_L(v_L)-Q_L\approx\langle\delta,Ky\rangle\approx2R_L\): the true error lies midway between the quadrature errors in the two potentials.

Your first objection is correct for the band energy alone, which is not stationary:
\[
B_L(v_L)-B_\infty(v_\infty)=Q_L+\langle\rho_L[v_\infty],Ky\rangle+O(y^2)\approx Q_L+\langle\rho_\infty,K(1-\chi K)^{-1}\delta\rangle .
\]
In the one-band chain the added term is of order \(LQ_L\). In the total energy the change of the double-counting terms cancels it.

**Q.** Show me that this holds in an actual self-consistent calculation.

**A.** The numerical check solves a model chain with round parameters: \(a=2\pi\) bohr, \(V=-0.15\cos x-0.05\sin2x\) Ha, \(g=1\) Ha/bohr, \(N=1\), 17 plane waves, and 96 k points as the reference, tested against Gauss-Legendre quadrature. It finds \(E_\infty=0.0215905\) Ha (0.5875 eV) and a gap \(0.159426-0.086342=0.073084\) Ha (1.99 eV). A three-cell supercell started from a density without the cell period converges to 0.0192842735 Ha, the value of the 3-point grid; it lies below \(E_\infty\), the sign expected for odd \(L\). The gradient of \(G_L\), its vanishing at \(\rho_L\), the maximum property along one line, \(\chi\) and \(dQ_L/ds'\) are tested by finite differences or direct evaluation. Energies below are in Ha.

| \(L\) | \(E_L-E_\infty\) | \(Q_L\) | \(R_L\) | \(\tfrac12\lVert\delta\rVert_K^2\) |
|---|---|---|---|---|
| 4 | \(1.1230\times10^{-3}\) | \(1.0702\times10^{-3}\) | \(5.28\times10^{-5}\) | \(8.31\times10^{-5}\) |
| 8 | \(5.3984\times10^{-5}\) | \(5.3451\times10^{-5}\) | \(5.33\times10^{-7}\) | \(9.01\times10^{-7}\) |
| 12 | \(4.4883\times10^{-6}\) | \(4.4795\times10^{-6}\) | \(8.80\times10^{-9}\) | \(1.51\times10^{-8}\) |
| 16 | \(4.5690\times10^{-7}\) | \(4.5673\times10^{-7}\) | \(1.68\times10^{-10}\) | \(2.90\times10^{-10}\) |

At \(L=8\) the error is 1.469 meV per cell, and \(R_L=5.398387\times10^{-5}-5.345135\times10^{-5}=5.325\times10^{-7}\) Ha, which is 1.0% of \(Q_L\). The ratio \(R_L/Q_L\) falls from \(4.9\times10^{-2}\) at \(L=4\) to \(3.7\times10^{-4}\) at \(L=16\). For every \(L\) from 2 to 16 the program tests \(0<R_L<\tfrac12\|\delta\|_K^2\), \(\|y\|_K<\|\delta\|_K\), \(E_L-E_\infty<Q_L(v_L)\) and the value of the non-self-consistent energy.

Three relations can be read from the printed numbers. At \(L=8\) the sharper lower bound is \(\tfrac12(7.9434\times10^{-4})^2=3.15\times10^{-7}\) Ha, below \(R_8\). The potential bound has the factor \(\sqrt{(\pi^2/3)/2\pi}=0.7236\), giving \(5.75\times10^{-4}\) Ha against the computed \(4.50\times10^{-4}\) Ha, both far below \(d=0.036542\) Ha. At \(L=16\), \(Q_L(v_L)-Q_L=(4.570657-4.567291)\times10^{-7}=3.366\times10^{-10}\) Ha, against \(2R_L=3.365\times10^{-10}\) Ha.

The second-order formula gives \(5.2243\times10^{-7}\) and \(1.6810\times10^{-10}\) Ha at \(L=8\) and 16; \(R_L\) differs from it by 1.9% and 0.07% of the formula's value. At \(L=16\), \(R_L\) is \(1.6823/2.8984=0.580\) of its bound and \(\|y\|_K/\|\delta\|_K=1.3991/2.4076=0.581\). Since \(R_L\approx\tfrac12\langle\delta,Ky\rangle\), the agreement means that Cauchy-Schwarz is nearly saturated. Because \(1-\chi K\) is self-adjoint in the \(K\) inner product and \(y\approx(1-\chi K)^{-1}\delta\), this means that the \(K\)-weight of \(\delta\) lies mainly on modes with eigenvalues near \(1/0.58=1.72\), within the computed eigenvalue range 1.00 to 2.07.

The self-consistent band error at \(L=16\) is \(2.3572\times10^{-6}\) Ha, against \(2.3556\times10^{-6}\) Ha from the first-order formula, whose added term is tested to 1%. Its ratio to the total-energy error is 2.0, 3.0, 4.1 and 5.2 at \(L=4,8,12,16\), the linear growth derived above.

**Q.** And the rate? A fit to your own data would prove little.

**A.** The rate comes from integrating the Schrödinger equation across one cell, with no k sum: \(E^*=0.120236\) Ha, \(\alpha=0.458929\), \(\mu''=163.312\) Ha\(^{-2}\). With \(\sinh\alpha=0.47521\), the prefactor is \(\sqrt{2\times0.47521/(\pi\times163.312)}=0.043040\) Ha. At \(L=16\), \(0.043040\times16^{-3/2}\times e^{-7.34286}=6.7250\times10^{-4}\times6.472\times10^{-4}=4.352\times10^{-7}\) Ha, and \(Q_{16}\) is 1.0494 times this. At \(L=32\) the ratio is 1.0250. The excess halves, as a \(1/L\) correction must, and \(2\times1.0250-1.0494\) is 1.001 (tested to 2%). At \(L=15\) the ratio is \(+1.0519\), which confirms the sign factor. At \(L=7\), \(2c_7=-1.0362\times10^{-4}\) Ha, and the aliasing sum up to \(c_{42}\) reproduces \(Q_7=-1.0225\times10^{-4}\) Ha. For \(u=\cos x\), the slope of \(\langle\delta_L,u\rangle/Q_L\) between \(L=16\) and 32 is 6.196 Ha\(^{-1}\), 0.3% below \(-d\alpha/ds'=6.215\) Ha\(^{-1}\). The law \(R_L\propto L^{-1}e^{-2\alpha L}\) predicts \(R_{16}/R_{12}=\tfrac{12}{16}e^{-8\alpha}=0.01908\); the computed ratio is 0.01913.

The guaranteed strip follows from \(M=\sqrt{2(0.159426+0.107594)}/0.036542=19.998\) bohr, which gives \(\kappa_0=0.0484\) bohr\(^{-1}\). This is a lower bound on the width; the branch point lies at \(\alpha/a=0.0730\) bohr\(^{-1}\).

For a nonconvex case the program adds \(-\tfrac34c\int\rho^{4/3}dx\) with \(c=1.2\) Ha bohr\(^{1/3}\) and lowers the first harmonic of \(V\) to 0.06 Ha. The kernel gains \(-(c/3)\rho^{-2/3}\). At the mean density \(1/2\pi\) this is \(-0.4\,(2\pi)^{2/3}=-1.36\) Ha bohr, which outweighs the largest Hartree component \(g/G_0^2=1\) Ha bohr, so this uniform-density estimate suggests a negative remainder. The gap is 0.0977 Ha and the smallest eigenvalue of \(1-\chi K\) is 0.616. At \(L=12\), \(R_L=(8.034155-8.037904)\times10^{-7}=-3.749\times10^{-10}\) Ha, against \(-3.752\times10^{-10}\) Ha from the second-order formula. The lower bound is lost without convexity, while \(|R_L|\) is 0.05% of \(Q_L\).

**Q.** Where does the argument break?

**A.** For a metal the convexity inequalities stand, since they never used the gap, but no fixed circle separates occupied from empty levels and \(Q_L\) is not exponentially small. Take a half-filled band in a fixed potential, \(k_F=G_0/4\), spacing \(h=2\pi/La\), and \(L\) a multiple of 4. The grid has \(L/2+1\) points in \([-k_F,k_F]\). Filling \(L/2\) levels takes one of the two degenerate end points, which equals half weight on each: the trapezoid rule. On one panel the rule exceeds the integral by \(h^3\varepsilon''/12\) at leading order, and the panels add up to \((h^2/12)\int\varepsilon''dk=(h^2/12)\,2\varepsilon'(k_F)\), because \(\varepsilon'\) is odd. With \(1/L=(a/2\pi)h\) the error per cell is \((a/2\pi)(h^2/6)\varepsilon'(k_F)\). In the potential \(v_\infty\) of the model, \(\varepsilon'(k_F)=0.231946\) a.u. and \(L=32\) give \(0.231946/(6\times1024)=3.7752\times10^{-5}\) Ha, against \(3.7756\times10^{-5}\) Ha computed; doubling \(L\) reduces the error fourfold, to \(9.438\times10^{-6}\) Ha. The filled band at \(L=32\) has \(Q_L=1.02\times10^{-10}\) Ha. As a gap closes, \(d\to0\) and \(\kappa_0\approx1/M\to0\), so the guarantee has content only for \(L\) beyond about \(M/a\).

Fock exchange lies outside the argument. It is a functional of \(\gamma\), not of \(\rho\), and a double k sum, so the double counting depends on \(L\) and no longer cancels. With the bare Coulomb kernel its integrand contains \(|k-k'+G|^{-2}\), which is not analytic at \(k=k'\), \(G=0\), whatever the gap.

## Values computed for the example and the checks

```
a = 6.283185 bohr, V1 = 0.15 Ha, V2 = 0.05 Ha, g = 1.0 Ha/bohr
plane waves = 17, grid points = 48, reference k points = 96
E_inf = 0.0215904996 Ha = 0.587507 eV, B_inf = 0.0308501376 Ha
band edges 0.086342, 0.159426 Ha; gap = 0.073084 Ha = 1.9887 eV
|v_inf(G0)| = 0.036744 Ha, |rho_inf(G0)| = 0.038316 1/bohr
L=3: supercell E = 0.0192842735 Ha, k grid E = 0.0192842735 Ha
eigenvalues of 1 - chi K: min 1.0000, max 2.0656
L=7: Q = -1.022463e-04 Ha, 2 c_7 = -1.036227e-04 Ha, alias sum = -1.022463e-04 Ha
L=4: E_L-E_inf = 1.123005e-03 Ha = 30.55852 meV, Q_L = 1.070186e-03 Ha
L=4: R_L = 5.2819e-05, second order = 4.8178e-05, bound = 8.3063e-05 Ha
L=4: R/Q = 4.935e-02, Q_L(v_L) = 1.181076e-03 Ha, max|v_L-v_inf| = 4.643e-03 Ha
L=4: |rho_L-rho_inf|_K = 8.2012e-03, |delta|_K = 1.2889e-02 Ha^(1/2)
L=4: SCF band error = 2.27050e-03 Ha, Q + first order = 2.08687e-03 Ha
L=8: E_L-E_inf = 5.398387e-05 Ha = 1.46898 meV, Q_L = 5.345135e-05 Ha
L=8: R_L = 5.3253e-07, second order = 5.2243e-07, bound = 9.0074e-07 Ha
L=8: R/Q = 9.963e-03, Q_L(v_L) = 5.452676e-05 Ha, max|v_L-v_inf| = 4.502e-04 Ha
L=8: |rho_L-rho_inf|_K = 7.9434e-04, |delta|_K = 1.3422e-03 Ha^(1/2)
L=8: SCF band error = 1.62192e-04 Ha, Q + first order = 1.59314e-04 Ha
L=12: E_L-E_inf = 4.488329e-06 Ha = 0.12213 meV, Q_L = 4.479534e-06 Ha
L=12: R_L = 8.7955e-09, second order = 8.7618e-09, bound = 1.5107e-08 Ha
L=12: R/Q = 1.963e-03, Q_L(v_L) = 4.497159e-06 Ha, max|v_L-v_inf| = 5.744e-05 Ha
L=12: |rho_L-rho_inf|_K = 1.0132e-04, |delta|_K = 1.7382e-04 Ha^(1/2)
L=12: SCF band error = 1.82549e-05 Ha, Q + first order = 1.81887e-05 Ha
L=16: E_L-E_inf = 4.568973e-07 Ha = 0.01243 meV, Q_L = 4.567291e-07 Ha
L=16: R_L = 1.6823e-10, second order = 1.6810e-10, bound = 2.8984e-10 Ha
L=16: R/Q = 3.683e-04, Q_L(v_L) = 4.570657e-07 Ha, max|v_L-v_inf| = 7.931e-06 Ha
L=16: |rho_L-rho_inf|_K = 1.3991e-05, |delta|_K = 2.4076e-05 Ha^(1/2)
L=16: SCF band error = 2.35724e-06 Ha, Q + first order = 2.35560e-06 Ha
relative error of second-order R: L=8 1.93e-02, L=16 7.25e-04
E* = 0.120236 Ha, alpha = 0.458929, kappa* = 0.073041 1/bohr
mu'' = 163.312 1/Ha^2, prefactor = 0.043040 Ha
Q/asymptote: L=15 1.0519, L=16 1.0494, L=32 1.0250, extrapolated 1.0007
-d alpha/ds (dv = s cos x) = 6.2152 1/Ha, slope of <delta,cos>/Q in L = 6.1959 1/Ha
R_16/R_12 = 0.01913, (12/16) exp(-8 alpha) = 0.01908
max|v_inf| = 0.107594 Ha, M = 19.9983 bohr, guaranteed strip kappa0 = 0.048401 1/bohr
half filling: Fermi velocity = 0.231946 a.u.
half filling L=32: error = 3.77560e-05 Ha, Euler-Maclaurin = 3.77516e-05 Ha
half filling L=64: error = 9.43818e-06 Ha, Euler-Maclaurin = 9.43790e-06 Ha
insulator L=32: Q = 1.0208e-10 Ha
nonconvex: V1 = 0.06 Ha, c = 1.2 Ha bohr^(1/3), gap = 0.097683 Ha
nonconvex: E_inf = -0.4578402764 Ha, min eigenvalue of 1 - chi Kt = 0.6164
nonconvex L=12: E_L-E_inf = 8.034155e-07 Ha, Q = 8.037904e-07 Ha
nonconvex L=12: R = -3.7490e-10 Ha, second order = -3.7521e-10 Ha
```
